# Comment on reading a blade-test energy as reversible work of adhesion

**The argument under review.** The manuscript pushes a blade between two bonded wafers, waits until the crack appears to stop, and measures its length. It then reasons: "The crack has stopped, so the elastic energy released per unit area balances the energy needed to separate the surfaces. The measured value is therefore the reversible work of adhesion." The same reading is applied to a metal-bonded pair and to an oxide-bonded pair tested in room air.

The first sentence is a fair energy balance if the crack advanced slowly and has just come to rest; rest alone shows only that the energy release rate does not exceed the cost of further advance. The second does not follow from it. A balance says how much energy the crack takes up, but not that this energy could be recovered by closing the crack, nor which surfaces are left behind. I take the measurement first and then the two materials.

**What the blade measures**

Let $h$ be the thickness of each wafer, $E'$ its bending modulus, $t_b$ the blade thickness and $L$ the distance from blade to crack tip. All energies are per unit area of interface and count both new surfaces. Each arm is a beam clamped at the tip, with bending stiffness per width $B=E'h^3/12$ and end deflection $y=t_b/2$. The end force per width is $P=3By/L^3$, so an arm stores $Py/2=3By^2/(2L^3)$. Two arms store

$$U=\frac{3By^2}{L^3}=\frac{3}{L^3}\,\frac{E'h^3}{12}\,\frac{t_b^2}{4}=\frac{E'h^3t_b^2}{16L^3}.$$

With the opening fixed the blade does no work, and the energy release rate is

$$G=-\frac{dU}{dL}=\frac{3E'h^3t_b^2}{16L^4}.$$

This is what the test determines; many reports quote half of it, $\gamma=G/2$, as an energy per surface. To see what absorbs it, let $w(x)$ be the deflection of one arm, $\Delta=2w$ the total opening, and $\sigma$ the stress still pulling the wafers together. In steady growth each point of the interface passes through the same opening history, so $\sigma$ can be written as a function of $\Delta$. The beam equation is $Bw''''=-\sigma$. Multiply it by $w'$, using

$$w'w''''=\frac{d}{dx}\left(w'w'''-\tfrac12 w''^2\right),\qquad \sigma w'=\tfrac12\,\sigma\frac{d\Delta}{dx}.$$

Integrate from far ahead of the crack, where $w$ and its derivatives vanish, to a point where $\sigma$ has dropped to zero, and multiply by $-2$:

$$B\left(w''^2-2w'w'''\right)=\int\sigma\,d\Delta .$$

Behind the process zone $w''\approx PL/B$ and $w'''=-P/B$. If the zone has length $\ell$, then $w'$ is of order $w''\ell$, and the second term is smaller than the first by a factor of order $\ell/L$. For $L\gg\ell$,

$$\int\sigma\,d\Delta=\frac{P^2L^2}{B}=\frac{9By^2}{L^4}=\frac{3E'h^3t_b^2}{16L^4}=G .$$

The blade therefore reads the whole work of opening. Where the zone is shorter than $h$, beam theory fails locally, but the balance survives: in steady advance each new unit of area absorbs $\int\sigma\,d\Delta$.

**The metal bond: a reading above the reversible work**

Suppose a metal layer of thickness $d$ lies in series with the weakest plane, whose reversible work is $W$ and whose peak strength is $\hat\sigma$. The layer yields at $\sigma_y$ and hardens linearly, so its plastic strain is $\varepsilon_p=(\sigma-\sigma_y)/H$ while the stress rises. The plastic work per area is

$$d\int\sigma\,d\varepsilon_p=\frac dH\int_{\sigma_y}^{\hat\sigma}\sigma\,d\sigma=\frac{d(\hat\sigma^2-\sigma_y^2)}{2H}.$$

When the plane gives way the stress falls to zero. The layer returns its elastic energy but not this work. Hence

$$G=W+\frac{d(\hat\sigma^2-\sigma_y^2)}{2H}\quad(\hat\sigma>\sigma_y),\qquad G=W\quad(\hat\sigma\le\sigma_y).$$

The manuscript's inference holds in the second case, if no other loss acts. The formula treats layer and bond as springs in series at each point, with the stress uniform through the thickness. That picture separates smoothly only if the layer's elastic stiffness, its modulus divided by $d$, exceeds the steepest softening of the bond; for the bond law below and a modulus of 150 GPa this means $d<300$ nm. Beyond that the series picture fails and the stress field around the tip must be resolved; a thick layer that stays elastic still gives $G=W$.

Take $W=2$ J/m², $d=200$ nm, $\hat\sigma=1$ GPa, $\sigma_y=0.6$ GPa and $H=10$ GPa. Since 1 GPa nm equals 1 J/m², the plastic work is $200(1-0.36)/20=6.4$ J/m², at a plastic strain of 4 %. The reading is 8.4 J/m², more than four times $W$.

The added term is not a constant offset that could be subtracted once and for all. For the bond law $\sigma=\hat\sigma(s/s_0)e^{1-s/s_0}$, with $s$ the opening of the bond, integration gives $W=e\hat\sigma s_0$; here $s_0=0.736$ nm. At fixed range $s_0$, $\hat\sigma$ is proportional to $W$, so $d\hat\sigma/dW=\hat\sigma/W$ and

$$\frac{dG}{dW}=1+\frac{d\,\hat\sigma}{H}\,\frac{\hat\sigma}{W}=1+\frac{d\,\hat\sigma^2}{HW}=1+\frac{200}{10\times2}=11 .$$

A small loss of adhesion that lowers the peak strength at fixed range thus appears in the reading about eleven times enlarged; one that shortens the range at fixed $\hat\sigma$ is not enlarged at all. The trend can be right while the absolute value is far from $W$.

**The oxide bond: which reversible work?**

Cleaving a siloxane bridge in vacuum leaves two bare ends. In moist air one water molecule can turn them into two silanol groups, at a lower cost. Let $N$ be the areal density of bridges, $\varepsilon_0$ the cost of a bare cleavage, and $p_{1/2}$ the water pressure at which half the cleaved sites are hydrated. For independent sites in equilibrium with the vapour, the statistical weights of the bare and hydrated states are $1$ and $p/p_{1/2}$. The free energy per site falls by $kT\ln(1+p/p_{1/2})$, and

$$W(p)=W_{\rm dry}-NkT\ln\left(1+\frac{p}{p_{1/2}}\right),\qquad W_{\rm dry}=N\varepsilon_0 .$$

Both are reversible works, but of different surfaces. The phrase "the reversible work of adhesion" is incomplete until the environment is named.

I use $N=4$ nm⁻², $\varepsilon_0=4$ eV, $T=298$ K, and a hydration free energy of 3.5 eV per site at 10 Torr, which fixes $p_{1/2}$. Then $W_{\rm dry}=16$ eV/nm², or 2.56 J/m², while $W(10\ \text{Torr})=4(4-3.5)=2$ eV/nm², or 0.32 J/m². With $NkT=0.01646$ J/m², a dry box at 0.001 Torr raises the latter by $0.01646\ln10^4=0.15$ J/m², to 0.47 J/m². In equilibrium, therefore, even the dry box is wet. If its readings lie near $W_{\rm dry}$, the reason must be the rate.

**How fast the reading falls**

Let cleavage be first order in water, and let a fraction $\alpha$ of the driving energy per bond, $G/N$, lower its barrier. The forward crack speed is

$$v_f=v_r\frac{p}{p_r}\,e^{(G-G_r)/g},\qquad g=\frac{NkT}{\alpha}.$$

Healing is the reverse reaction. One advance releases $(G-W(p))/N$ per bond, so detailed balance gives $v_b=v_f\,e^{-(G-W(p))/NkT}$. For $p\gg p_{1/2}$ the factor $e^{W(p)/NkT}$ varies as $1/p$ and cancels the $p$ in $v_f$. Healing is then independent of pressure, as it should be for a step that releases water. The net speed is

$$v=v_f\left[1-e^{-(G-W(p))/NkT}\right].$$

It is positive for $G>W(p)$ and negative for $G<W(p)$. An advancing crack in moist air can therefore read less than $W_{\rm dry}$, but not less than $W(p)$.

Since $G\propto L^{-4}$ and $dL/dt=v$, we have $dG/dt=-4Gv/L$. Well above $W(p)$, healing is negligible. Starting from $G_0$, and using $L\propto G^{-1/4}$,

$$t=\int_G^{G_0}\frac{L(u)}{4u\,v_f(u)}\,du\ \propto\ \frac1p\int_G^{G_0}u^{-5/4}e^{-u/g}\,du .$$

Two results follow. First, the reading depends on $p$ and $t$ through the product $pt$. Second, for $G_0-G\gg g$ the lower end dominates, and integration by parts gives $t\propto gG^{-5/4}e^{-G/g}$ to leading order in $g/G$. Taking the logarithm and differentiating,

$$\frac{d\ln t}{dG}=-\frac1g-\frac{5}{4G}\quad\Rightarrow\quad\frac{dG}{d\ln t}=-\frac{g}{1+5g/(4G)} .$$

For the example take $h=725$ µm, $t_b=100$ µm, $E'=170$ GPa and $\alpha=0.2$, so that $g=0.0823$ J/m². The reference speed $v_r$ is 1 µm/s at $G_r=2$ J/m² and $p_r=10$ Torr. Let the crack first arrest at $G_0=W_{\rm dry}$, where $L=14.75$ mm. Numerical integration of $dL/dt=v$ gives these readings in J/m²:

| Water pressure | 1 min | 1 day |
|---|---|---|
| 10 Torr | 2.07 | 1.51 |
| 0.001 Torr | 2.56 | 2.23 |

At 10 Torr after 10 000 s, $G=1.67$ J/m², and the formula predicts a fall of $0.0823\ln10/(1+0.061)=0.18$ J/m² per decade of time, as the integration also gives. By the $pt$ rule, a day in the dry box equals about 9 s in the moist air.

After one minute in moist air the crack still moves at $e^{(2.074-2)/0.0823}\approx2.5$ µm/s, and it advances about 0.1 mm in the next minute. This is easily taken for a stopped crack. Nor is the one-day reading the wet reversible work: it is nearly five times $W(10\ \text{Torr})$. In this model, coming down to 0.4 J/m² would take about 9000 years. The moist reading is a point on a slow relaxation, between two reversible works and equal to neither.

**Comparison with real wafers**

The oxide parameters, including $\varepsilon_0$ and the hydration free energy, are assumed round values, neither computed nor fitted, chosen to give the scale of annealed oxide-bonded silicon, for which readings of a few J/m² are typical. Real interfaces have a spread of bond sites and barriers, so $\alpha$ and $v_r$ must be measured, and the times above should not be carried over. The metal parameters are likewise rough, for thermocompression bonds. A thin layer confined between stiff wafers cannot flow freely, so $\sigma_y$ and $H$ are effective values. Since plastic flow conserves volume, the 4 % strain of the example needs sideways flow or void growth. With full confinement, a layer with Young's modulus 130 GPa and Poisson ratio 0.34 that starts to yield at a normal stress of 0.6 GPa (uniaxial yield stress 0.29 GPa) and does not harden has an effective $H$ of about 420 GPa. Loading it to 1 GPa and unloading costs only 0.15 J/m², of which about 0.11 J/m² is plastic work and the rest stays as residual stress. With a uniaxial yield stress of 0.6 GPa the confined layer would not yield below a normal stress of 1.24 GPa. The range $s_0=0.736$ nm is also longer than that of an atomically sharp bond, for which a range of 0.05 to 0.07 nm gives a peak strength $W/(es_0)$ of 10 to 15 GPa at the same $W$; the limit for smooth separation in the series picture then falls from 300 nm to about 1 to 3 nm. The values 8.4 J/m² and 11 illustrate the mechanism and are not predictions. Raising $\sigma_y$ to 0.8 GPa, with the rest fixed, cuts the plastic work from 6.4 to 3.6 J/m².

The beam formula has errors of its own. The tip is not a rigid clamp: the bonded part of each arm acts as a beam on an elastic foundation, of stiffness about $2E'/h$. Under an end moment $M$ it rotates by $Mr/B$, with $r=(4B/(2E'/h))^{1/4}=0.64h$. To first order in $r/L$ this lengthens the crack from $L$ to $L+r$, which lowers $G$ by about 12 % of the formula value at $L=14.75$ mm. Reading that length 1 mm short raises $G$ by 32 %. Young's modulus, from rough cubic constants of silicon, is 170 GPa along ⟨110⟩ but 130 GPa along ⟨100⟩, so for narrow arms, whose bending is governed by Young's modulus, the direction matters about as much. In wide plates the contrast is smaller, because sideways strain is suppressed.

Water must also reach the tip through a very narrow gap. An order-of-magnitude estimate for free molecular flow, with the gap widening as the square root of distance from the tip, limits the speed to about 170 µm/s at 10 Torr and 0.017 µm/s at 0.001 Torr. Including these limits raises the one-minute moist reading by about 0.01 J/m² and the one-day dry-box reading by 0.03 J/m². In gas at atmospheric pressure the gap exceeds the mean free path about 30 µm from the tip; adding diffusion through the gas lowers the limits by about a third and brings the dry-box shift to 0.05 J/m². Condensation of water in the last few nanometres, possible at 10 Torr, is not included.

**What the manuscript should change**

The measured quantity should be called the energy release rate at a stated time, water pressure and temperature. For the oxide bond, readings at several times and pressures would show whether the crack is still creeping; a prompt reading in a dry box comes closest to $W_{\rm dry}$, provided the first arrest occurs there. For the metal bond, the layer thickness should be varied. If $\hat\sigma$, $\sigma_y$ and $H$ stay fixed, and the layers are thin enough for the series picture, this model makes $G$ linear in $d$, and the intercept at $d=0$ estimates $W$. In real layers confinement makes $\sigma_y$ and $H$ depend on $d$, and for an atomically sharp bond the series picture holds only for layers of a few nanometres, so linearity is not assured and must be checked before extrapolating. Where yielding and water act together, a single reading cannot separate the two contributions. Since one raises it and the other lowers it, they can even cancel and leave a reading close to $W_{\rm dry}$ by accident.
